# Tetragonal variant fractions from polarization and strain by nonnegative least squares

After a tetragonal ferroelectric crystal has been poled along $+z$, someone must decide whether to pole it again. One input to the decision is how much reversed material, of variant $z-$, is left. Material in the 90° variants is unpoled as well; in the example it makes up a quarter of the volume, and the same fit measures it. In the example below, even error-free polarization data would allow a reversed fraction anywhere between 0 and 0.09. Adding the strain brings the 95 % interval down to 0 to 0.02, for the measurement noise alone. This note gives the fit, the test of whether its answer is unique, and the error estimate.

## Model and conventions

The six variants have polarization $P_s\mathbf n$ with $\mathbf n=\pm\hat x,\pm\hat y,\pm\hat z$. Their volume fractions $f_{i\pm}$, with $i=x,y,z$, are nonnegative and sum to one (closure). Strain is small and measured from the cubic parent phase in crystal axes: $e_c$ along the polar axis, $e_a$ across it, and $D=e_c-e_a$. One variant therefore has the spontaneous strain

$$\varepsilon_{ij}=e_a\delta_{ij}+D\,n_in_j ,$$

which is the same for $\mathbf n$ and $-\mathbf n$. Define

$$p_i=f_{i+}-f_{i-},\qquad g_i=f_{i+}+f_{i-},\qquad \sum_i g_i=1 .$$

Averaging over the volume gives

$$P_i=P_s\,p_i,\qquad \varepsilon_{ii}\equiv\varepsilon_i=e_a\sum_j g_j+D\,g_i=e_a+D\,g_i .$$

The average shears vanish, since $n_in_j=0$ for $i\ne j$ in every variant. A measured shear beyond its noise thus signals a departure from the model, such as misaligned axes, a load or a residual field.

The measured strain equals this average if the mean elastic strain is zero. A traction-free body has zero mean stress, so this holds when all variants are given the same elastic compliance. The field is also taken as zero, and $P_i$ is absolute. A switching-charge measurement gives changes of polarization and needs a saturated state as reference.

The averages do not depend on where the domains lie. The fractions alone therefore cannot tell one equilibrium pattern from another with the same contents.

## When the answer is unique

Collect the six fractions in $f$ and the data in $m=(P_x,P_y,P_z,\varepsilon_x,\varepsilon_y,\varepsilon_z)$, so that $m=Af$. Let $v$ be a change of $f$ that alters neither the data nor the sum.

- Polarization requires $v_{i+}=v_{i-}$. The three axis totals can still change with zero sum, which leaves two free directions, so the rank is 4.
- One normal strain in addition fixes one axis total. The exchange $(1,1,-1,-1,0,0)$ between the other two axes remains, so the rank is 5.
- Two normal strains fix two totals, and closure fixes the third. Nothing remains, and the rank is 6.
- Strain without polarization fixes the totals but leaves the three differences $p_i$ free, so the rank is 3.

All these ranks include the closure row and assume $P_s\neq0$ and $D\neq0$.

Rank 6 is sufficient for uniqueness, but it is not always necessary. If $f'$ is a second solution, $v=f'-f$ is a null vector with $v_j\ge0$ wherever $f_j=0$. Conversely, if such a nonzero $v$ exists, $f+\tau v$ is another solution for small enough $\tau>0$. Uniqueness therefore fails if and only if a nonzero null vector is nonnegative at every zero of $f$. If all fractions are positive, this reduces to the rank test.

The criterion also serves for noisy data. Two minimizers of the misfit must predict the same data, because otherwise their midpoint would fit better. They can differ only by a null vector.

For polarization alone, the remaining freedom can be written out. Let $h_i\ge0$ be the smaller of $f_{i+}$ and $f_{i-}$. Then

$$f_{i\pm}=\max(\pm p_i,0)+h_i,\qquad \sum_i|p_i|+2\sum_i h_i=1 .$$

With $S=1-\sum_i|p_i|$, each $h_i$ can take any value from 0 to $S/2$, so

$$\max(\pm p_i,0)\le f_{i\pm}\le \max(\pm p_i,0)+S/2 .$$

Polarization alone is sufficient if and only if $S=0$, meaning that no axis holds both signs. For $p=(0.3,-0.2,0.5)$, linear programming gives ranges of zero width to rounding error, although the rank is 4. For strain alone, $0\le f_{i\pm}\le g_i$.

## Fit with closure but without bounds

Let the errors be independent, with standard deviation $\sigma_P$ for each polarization component and $\sigma_e$ for each normal strain. The misfit is

$$\chi^2=\sum_i\frac{(P_i-P_sp_i)^2}{\sigma_P^2}+\sum_i\frac{r_i^2}{\sigma_e^2},\qquad r_i=\varepsilon_i-e_a-Dg_i .$$

Closure involves only $g$, so $p_i=P_i/P_s$ makes the first sum zero. For the second, a Lagrange multiplier $\lambda$ for $\sum_i g_i=1$ gives $-2Dr_i/\sigma_e^2+\lambda=0$. All three residuals are therefore equal to one number $r$. Summing their definition, with $\bar\varepsilon$ the mean of the three strains, gives

$$3r=3\bar\varepsilon-3e_a-D,\qquad r=\bar\varepsilon-e_a-D/3 .$$

Substitution into $g_i=(\varepsilon_i-e_a-r)/D$ yields

$$g_i=\frac13+\frac{\varepsilon_i-\bar\varepsilon}{D},\qquad f_{i\pm}=\frac{g_i\pm p_i}{2},\qquad \chi^2_{\rm free}=\frac{3r^2}{\sigma_e^2}.$$

An isotropic strain offset $c$, such as uniform thermal expansion, cancels in $g_i$. It also cancels when bounds are active. The sum $\sum_i r_i=3\bar\varepsilon-3e_a-D$ is the same for every $f$ obeying closure, so replacing $r_i$ by $r_i+c$ adds $2c\sum_i r_i+3c^2$, which does not depend on $f$. This holds for the errors assumed here: equal for the three strains, and uncorrelated with each other and with the polarization errors.

Closure should not be left out. Without it, $\sum_i\varepsilon_i=(e_c+2e_a)\sum f$, and the total fraction has standard deviation $\sqrt3\,\sigma_e/|e_c+2e_a|$. This is large because the spontaneous strain nearly conserves volume.

## Noise of the free fit

Subtracting the mean gives $\mathrm{cov}(\varepsilon_i-\bar\varepsilon,\varepsilon_j-\bar\varepsilon)=\sigma_e^2(\delta_{ij}-1/3)$. With $a=\sigma_e/D$ and $b=\sigma_P/P_s$, the covariance matrix $C$ of the free fit has the entries

$$\mathrm{var}f=s^2=\tfrac14\left(\tfrac23a^2+b^2\right),\qquad \mathrm{cov}(f_{i+},f_{i-})=\tfrac14\left(\tfrac23a^2-b^2\right),$$

and $-a^2/12$ between variants of different axes.

Rank answers yes or no; singular values say how well. Let $A_w$ and $m_w$ be $A$ and $m$ with each row divided by its standard deviation. The unit vector with $f_{i\pm}=\pm1/\sqrt2$ changes $P_i$ by $\sqrt2P_s$ and no strain. A change of the totals, $f_{i\pm}=g_i/2$ with $\sum_i g_i=0$, has length $|g|/\sqrt2$ and changes the strain by $D|g|$. On the closure plane the singular values of $A_w$ are thus $\sqrt2P_s/\sigma_P$, three times, and $\sqrt2|D|/\sigma_e$, twice.

## Reduction to one NNLS call

A standard nonnegative least-squares (NNLS) routine accepts $h\ge0$ but not the condition that the sum be one. That condition can be built in without a penalty error. Let

$$B=A_w-m_w\mathbf 1^T .$$

If $\mathbf 1^Tf=1$, then $Bf=A_wf-m_w$, so $q(f)=|Bf|^2$ is the misfit. Now minimize over $h\ge0$

$$F(h)=|Bh|^2+\kappa^2(\mathbf 1^Th-1)^2 .$$

Write $h=tf$, with $t=\mathbf 1^Th>0$ and $f$ on the simplex. Then $F=t^2q+\kappa^2(t-1)^2$. Setting $\partial F/\partial t=0$ gives

$$t=\frac{\kappa^2}{\kappa^2+q},\qquad 1-t=\frac{q}{\kappa^2+q},$$

$$F_{\min}=\frac{\kappa^4q+\kappa^2q^2}{(\kappa^2+q)^2}=\frac{\kappa^2q}{\kappa^2+q}.$$

The derivative of $F_{\min}$ with respect to $q$ is $\kappa^4/(\kappa^2+q)^2>0$, so the smallest $F$ belongs to the smallest $q$. The excluded point $h=0$ has $F=\kappa^2$, which is larger. Dividing $h$ by its sum therefore gives the constrained minimizer for every $\kappa>0$.

```
input: m, A, standard deviations, number of resamples R
scale rows of A and m by the standard deviations -> Aw, mw
function FIT(mw):
    B = Aw - mw 1^T
    h = NNLS([B; kappa 1^T], [0; kappa])
    return h / sum(h)
f = FIT(mw)
if rank([Aw; 1^T]) < 6:
    report the range of each fraction x_j by linear programming
    (constraints: A x = A f, sum x = 1, x >= 0) and stop
repeat R times:
    store FIT(Aw f + vector of standard normal numbers)
report f, chi2, and the 2.5 % and 97.5 % points of the store
```

**Cost.** Each fit is a problem of 7 rows and 6 columns, and the total grows linearly with $R$. For large batches, first compute the free fit and accept it if it is nonnegative. Otherwise try the other 62 faces of the simplex, on each of which the fit is a precomputed affine function of the data, and keep the nonnegative candidate of lowest misfit. This takes about 2600 multiplications per reading.

**Stability.** A $\kappa$ of the order of the singular values keeps the rows of the NNLS matrix comparable. If $\kappa$ and the misfit $q$ are both very small, the matrix maps the fit $f$ to a vector of length $\sqrt{q+\kappa^2}$ and is therefore nearly singular. The near-null direction is the fit itself, however, so the normalized result need not suffer: on synthetic readings, $\kappa$ from $10^{-9}$ to 30 kept the error below $10^{-14}$, whereas $\kappa=10^{8}$ raised it to $2\times10^{-10}$. On 300 synthetic readings with errors of ten standard deviations, NNLS with $\kappa=30$ and face enumeration differed by at most $5.6\times10^{-16}$.

## What an active bound does

Suppose the free fit makes one fraction, $f_k$, negative. On the closure plane the misfit is $\chi^2_{\rm free}+\delta^TC^+\delta$, where $\delta=f-f_{\rm free}$ and $C^+$ is the pseudoinverse. Any $\delta$ in that plane can be written $\delta=Cy$, and the added term becomes $y^TCy$. Minimizing it subject to $(Cy)_k=-f_{{\rm free},k}$ gives $Cy=\alpha C_k$, where $C_k$ is column $k$ and $\alpha$ a multiplier. The constraint sets $\alpha=-f_{{\rm free},k}/C_{kk}$, so

$$f=f_{\rm free}-C_k\frac{f_{{\rm free},k}}{C_{kk}},\qquad \Delta\chi^2=\frac{f_{{\rm free},k}^2}{C_{kk}} .$$

If the other fractions stay nonnegative, this is the full solution. Setting the negative entry to zero and rescaling the rest would ignore the correlations.

## Worked example

The parameters are rough room-temperature values for barium titanate: $P_s=26$ µC/cm², $e_c=7.5$ and $e_a=-3.5$, hence $D=11$, with all strains in units of $10^{-3}$. The noise is $\sigma_P=0.5$ µC/cm² and $\sigma_e=0.1$. The reading is synthetic: chosen errors were added to the averages for true fractions $(0.10,0.05,0.06,0.04,0.75,0)$, in the order $x+,x-,y+,y-,z+,z-$. It is

$$P=(1.1,\,0.9,\,20.1),\qquad \varepsilon=(-1.80,\,-2.45,\,4.60).$$

The mean strain is $0.35/3=0.117$. For the $z$ axis,

$$p_z=\frac{20.1}{26}=0.773,\qquad g_z=\frac13+\frac{4.60-0.117}{11}=0.741 ,$$

so $f_{z-}=(0.741-0.773)/2=-0.016$. The standard deviation is $s=0.0103$, so the negative value lies 1.6 standard deviations below zero and is no sign of a wrong model. Nor is the free misfit: $r=0.117-0.167=-0.05$ gives $\chi^2_{\rm free}=3(0.05)^2/0.1^2=0.75$, for six data and five free parameters.

The bound moves $f_{z-}$ to zero. The covariances with $z-$ are $-78.7\times10^{-6}$ for $z+$ and $-6.9\times10^{-6}$ for each of the other four, against a variance of $106.2\times10^{-6}$. Hence $z+$ falls by $0.0161\times78.7/106.2=0.012$, from 0.757 to 0.745, and the other four fall by 0.001 each. The bounded fit is

$$f=(0.100,\,0.057,\,0.066,\,0.032,\,0.745,\,0),$$

and the misfit rises by 2.4 to 3.2.

The polarization reading alone has $\sum_i|p_i|=0.850$ and leaves $S=0.150$, so $f_{z-}$ could reach 0.075. The strain reading alone would allow anything up to $g_z=0.741$. The ranges in the numerical output start instead from the $p$ and $g$ of the bounded fit, which gives 0.089 and 0.745. Leaving out both closure and the bounds would give the total fraction a standard deviation of $\sqrt3\times0.1/0.5=0.35$.

## Resampling and its limits

In the interior of the simplex, resampling reproduces the linear formula. For fractions of 0.15, except 0.25 for $z+$, 20,000 draws gave standard deviations of 0.0102 to 0.0104, against $s=0.0103$.

At a bound the distribution is clipped. For a truly absent variant, with the other bounds remote, the fit is $\max(0,u)$, where $u$ is normal with mean zero and standard deviation $s$. Half the fits lie at zero, and the mean is

$$\int_0^\infty \frac{u\,e^{-u^2/2s^2}}{s\sqrt{2\pi}}\,du=\frac{s}{\sqrt{2\pi}}=0.0041 .$$

In 40,000 draws from the example's true fractions, the share at zero was 0.499 and the mean 0.0041. The bias passes to $z+$ through the covariance: $-0.0041\times78.7/106.2=-0.003$. The resampled mean of $z+$ is indeed 0.742, against the fitted 0.745.

The resampled 95 % interval for $f_{z-}$ runs from 0 to 0.020. The 20,000 draws give 0.0205, with a sampling scatter of about 0.0003 around the limit $1.96s=0.0202$. Its coverage can be derived while no other bound acts. With many resamples the end points are $\max(0,\hat f\pm1.96s)$, where $\hat f=\max(0,u)$ is the fit and $u$ is now centred on the true value. Clipping can only raise the upper end, so the truth lies above it with probability at most 2.5 %. It lies below the lower end with probability at most 2.5 %. The coverage is therefore at least 95 %.

The other variants have no such guarantee. In 800 synthetic experiments with 300 resamples each, at the example's true fractions, the intervals held the truth in 97.5 % of cases for $z-$ but in 91.6 % for $z+$. These figures carry a binomial standard error of 0.6 to 1 percentage point. The finite number of resamples also lowers them: the interpolated 2.5 % point of 300 draws sits at rank $1+299\times0.025=8.5$ and cuts off $8.5/301=2.8$ % on average, so the expected coverage is 94.4 % even where no bound acts. For the interior fractions, coverage was 93.1 to 95.0 %, in line with this. For $z+$, integration over the clipped distribution gives about 93 % in the limit of many resamples. The shortfall caused by the bound is thus real but amounts to about 2 percentage points.

## Real crystals and failure modes

The parameters describe a free, tetragonal barium titanate single crystal near room temperature. The following shifts are the largest change in any fraction of the free fit, starting from error-free data, with rough material constants. They should be compared with $s=0.0103$.

- A residual field of 1 kV/cm along $x$, with relative permittivity 4000 assigned to the whole crystal, adds 0.35 µC/cm² and shifts a fraction by 0.007. The same field along $z$ gives only 0.0003 through the longitudinal piezoelectric strain. The dielectric polarization matters more: the $x$ and $y$ variants, a quarter of the volume, add about 0.09 µC/cm² along $z$, which shifts $f_{z+}$ and $f_{z-}$ by about 0.002. These field estimates take the field as uniform and the walls as fixed. In a 90° laminate with a single wall orientation the field differs between the layers; the shift from a field along $z$ then falls to about 0.001, and a transverse polarization of about 0.06 µC/cm² appears.
- A clamping stress of 10 MPa along $z$ gives 0.006 through the elastic strain alone. The piezoelectric polarization of the $z+$ material, about 0.07 µC/cm², is not included; for $z-$ it opposes the elastic shift and would take off about 0.001.
- The lattice rotation at a 90° twin is 0.63°. If all $z+$ material tilted by this angle in one sense, the shift would be 0.004.
- Taking $P_s$ too high by 2 % gives 0.007; the same relative error in $D$ gives 0.004.
- Walls 5 nm thick, one per 1000 nm, occupy 0.005 of the volume and belong to no variant. This is a volume share, not a computed shift.

Not all of these reach $z-$. The tilt, and a uniform field along $x$, change almost only $f_{x+}$ and $f_{x-}$; in a 90° laminate with a single wall orientation the field along $x$ also shifts $f_{z-}$ by about 0.001. For $z-$, the elastic strain at 10 MPa and the errors in $P_s$ and $D$ give shifts of 0.006, 0.007 and 0.004 in size. Taking both $P_s$ and $D$ too high shifts $f_{z-}$ in opposite senses ($+0.007$ and $-0.004$), so these two add only if one is too high and the other too low. With one sign they would add up to 0.018, close to the upper limit of 0.02 set by noise, and a residual field of 1 kV/cm along $z$ could add about 0.002. Averaging more readings does not reduce them. A decision to accept the poling near the 2 % level thus calls for a free mount and calibrated values of $P_s$ and $D$. A residual field across $z$ mainly disturbs the fractions along its own axis. Clamped devices break the stress-free assumption most directly: in this linear estimate, 100 MPa along $z$ would give a shift of 0.06 through the elastic strain alone. Stresses and fields of the sizes quoted here can also switch domains. That changes the fractions themselves and is not included in these shifts.

The scheme also degrades near the transition to the cubic phase if $P_s$ and $D$ become small, because $s$ contains $\sigma_P/P_s$ and $\sigma_e/D$. It does not apply in a phase with other polar axes. If the errors are correlated or the strain errors unequal, $A$ and $m$ must be multiplied by the inverse square root of the full noise covariance. The NNLS reduction remains valid, but the closed formulas for the free fit and its noise, and the cancellation of an isotropic offset, then no longer hold in general. The numerical output below lists most of the results quoted here.

## Values computed for the example and the checks

```
Variant order: x+ x- y+ y- z+ z-
Ps = 26.0 uC/cm2; e_c = 7.5, e_a = -3.5, D = 11.0 (1e-3)
Noise: 0.50 uC/cm2 and 0.10 (1e-3 strain)
True fractions: 0.10 0.05 0.06 0.04 0.75 0.00
Error-free polarization (uC/cm2): 1.30 0.52 19.50
Error-free strain (1e-3): -1.85 -2.40 4.75
Read polarization (uC/cm2): 1.10 0.90 20.10
Read strain (1e-3): -1.80 -2.45 4.60
Ranks with closure: P; strain; P+1 strain; P+2; P+3: 4 3 5 6 6
Singular values: 73.5 (three), 155.6 (two)
SD of total fraction without closure: 0.346
p = P/Ps of reading: 0.0423 0.0346 0.7731
g from reading with closure: 0.1591 0.1000 0.7409
Free fit: 0.1007 0.0584 0.0673 0.0327 0.7570 -0.0161
Bounded fit: 0.0997 0.0573 0.0663 0.0316 0.7451 0.0000
SD of each fraction, free fit: 0.0103
Covariance column of z- (1e-6): -6.9 -6.9 -6.9 -6.9 -78.7 106.2
Misfit free, rise, bounded: 0.750, 2.435, 3.185
Largest NNLS-enumeration gap, 300 readings: 5.6e-16
Interior resampled SD: 0.0103 0.0102 0.0104 0.0104 0.0102 0.0103
Resampled SD about bounded fit: 0.0102 0.0103 0.0103 0.0103 0.0082 0.0061
Resampled mean about bounded fit: 0.0994 0.0570 0.0660 0.0314 0.7420 0.0041
2.5 % points: 0.0794 0.0368 0.0458 0.0110 0.7247 0.0000
97.5 % points: 0.1197 0.0772 0.0862 0.0515 0.7571 0.0205
Absent variant: zero share 0.499, mean 0.00413
Clipped-normal mean s/sqrt(2 pi): 0.00411
Coverage of 95 % intervals, interior truth: 0.943 0.932 0.950 0.931 0.939 0.949
Coverage of 95 % intervals, example truth: 0.949 0.944 0.946 0.950 0.916 0.975
Polarization-only slack S at bounded fit: 0.1780
Polarization-only minima: 0.0423 0.0000 0.0346 0.0000 0.7451 0.0000
Polarization-only maxima: 0.1313 0.0890 0.1236 0.0890 0.8341 0.0890
Strain-only maxima (minima are 0): 0.1570 0.1570 0.0979 0.0979 0.7451 0.7451
Range width for p = (0.3, -0.2, 0.5), rank 4: 5.6e-17
Neglected effects, largest fraction shift:
 1 kV/cm along x, eps_r 4000: 0.354 uC/cm2, 0.0068
 1 kV/cm along z, d33 90 pm/V: 0.009 (1e-3), 0.0003
 10 MPa along z: 0.160 (1e-3), 0.0064
 twin rotation 0.629 deg: 0.214 uC/cm2, 0.0041
 Ps 2 % too high: 0.0074; D 2 % too high: 0.0041
 wall volume, 5 nm per 1000 nm: 0.0050
```
